# Why the Kohn-Sham virial ratio of an atom differs from -2

## The virial check in Kohn-Sham calculations

An all-electron Kohn-Sham run on an atom prints a total energy $E$ and a kinetic energy, and the ratio $(E-T)/T$ usually comes out slightly below $-2$: for helium $-2.013$ with PBE and $-2.024$ with LDA. The offset depends on the atom and on the functional, and it is absent when exchange is homogeneous under scaling and the correlation energy vanishes, as for the hydrogen atom with BLYP. The decision is whether to enlarge the basis and tighten the grid or to accept the result. It depends on which kinetic energy was printed and on how the functional responds to a uniform rescaling of the density. The printed quantity is the noninteracting kinetic energy $T_s$, while the virial theorem constrains the interacting one, $T=T_s+T_c$. With the exact functional the helium atom gives $-E-T_s=0.0366$ hartree (1.00 eV) and $(E-T_s)/T_s=-2.0128$, and no improvement of the basis removes this. In an exchange-only run the residual $E+T_s$ should vanish, under two conditions derived below.

Hartree atomic units are used. The system is an atom with a fixed point nucleus, $v(\mathbf r)=-Z/r$, nonrelativistic kinetic energy, Coulomb repulsion $\hat W$ and a nondegenerate bound ground state.

### The virial theorem of the interacting atom

For a normalized $N$-electron function $\Psi$ and $\gamma>0$ define $\Psi_\gamma(\mathbf r_1,\dots)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$. The substitution $\mathbf x_i=\gamma\mathbf r_i$ turns $\gamma^{3N}\prod d^3r_i$ into $\prod d^3x_i$, so $\Psi_\gamma$ is normalized. Each gradient brings a factor $\gamma$, so $\langle\hat T\rangle\to\gamma^2T$. Each inverse distance obeys $1/r=\gamma/x$, so $W\to\gamma W$ and $V=\int nv\to\gamma V$. Integrating $|\Psi_\gamma|^2$ over $N-1$ electrons absorbs $\gamma^{3(N-1)}$ and leaves the density

$$n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r).$$

The trial energy is $\gamma^2T+\gamma(W+V)$. If $\Psi$ is the ground state this is least at $\gamma=1$, and its derivative vanishes there:

$$2T+W+V=0.\tag{1}$$

Since $W+V=E-T$, Eq. (1) reads $E=-T$, or $(E-T)/T=-2$.

### Where $T_c$ comes from

Let $\Psi[n]$ minimize $\langle\hat T+\hat W\rangle$ among antisymmetric functions with density $n$, with minimum $F[n]=T+W$. Let $\Phi[n]$ minimize $\langle\hat T\rangle$ over the same set, with minimum $T_s[n]$; $\Phi$ is assumed to be a single determinant. With $U=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, define

$$E_x=\langle\Phi|\hat W|\Phi\rangle-U,\qquad T_c=T-T_s,\qquad U_c=W-U-E_x,\qquad E_c=T_c+U_c .$$

Then $F=T_s+U+E_x+E_c$, and the ground-state energy is $E=T_s+V+U+E_x+E_c$. Two signs follow from the definitions. $\Psi$ is a candidate in the search that defines $T_s$, so $T\ge T_s$ and $T_c\ge0$. $\Phi$ is a candidate in the search that defines $F$, so $F\le T_s+U+E_x$ and $E_c\le0$. Physically, $\Psi$ bends as a function of the interelectronic distances to keep electrons apart; the bending costs kinetic energy beyond the minimum that the density requires, and Kohn-Sham theory books that cost inside $E_c$. Equation (1) becomes

$$E=-(T_s+T_c),\qquad \frac{E-T_s}{T_s}=-2-\frac{T_c}{T_s}.\tag{2}$$

A code does not compute $T$ or $\Psi$, so the useful question is how Eq. (2) arises from the functional alone. That requires the scaling of each term. A prime denotes $d/d\gamma$ of $X[n_\gamma]$ at $\gamma=1$.

The map $\chi\to\chi_\gamma$ takes functions with density $n$ one-to-one onto functions with density $n_\gamma$ (the inverse is scaling by $1/\gamma$) and multiplies every $\langle\hat T\rangle$ by the same $\gamma^2$. The ordering of candidates is unchanged, so $\Phi[n_\gamma]=\Phi[n]_\gamma$ and $T_s[n_\gamma]=\gamma^2T_s[n]$. The same substitution gives $U[n_\gamma]=\gamma U$, and $\langle\Phi_\gamma|\hat W|\Phi_\gamma\rangle=\gamma\langle\Phi|\hat W|\Phi\rangle$, so $E_x[n_\gamma]=\gamma E_x$. Thus

$$T_s'=2T_s,\qquad U'=U,\qquad E_x'=E_x,\qquad V'=V.\tag{3}$$

For $\Psi$ the argument fails, because $\hat T$ and $\hat W$ scale with different powers. One has $\langle\chi_\gamma|\hat T+\gamma\hat W|\chi_\gamma\rangle=\gamma^2\langle\chi|\hat T+\hat W|\chi\rangle$, so $\Psi_\gamma$ is the minimizer at density $n_\gamma$ for an interaction of strength $\gamma$, not of strength one. For the physical interaction $\Psi_\gamma$ is only a candidate, which gives an upper bound on $F[n_\gamma]$. The variational principle $F[n_\gamma]+\gamma V\ge E$ gives a lower bound:

$$E-\gamma V\;\le\;F[n_\gamma]\;\le\;\gamma^2T+\gamma W .$$

At $\gamma=1$ both bounds equal $T+W$. Their slopes there are $-V$ and $2T+W$, which coincide by Eq. (1). A function squeezed between two curves that share a value and a slope has that slope, so $F'=2T+W$ for the ground-state density, with no separate assumption of differentiability. Subtracting Eq. (3),

$$E_c'=F'-2T_s-U-E_x=2(T-T_s)+(W-U-E_x)=2T_c+U_c=E_c+T_c.\tag{4}$$

This is the Levy-Perdew relation. The kinetic part of $E_c$ enters the slope with weight 2 and the potential part with weight 1, so $E_c'=E_c$, the behaviour of a pure Coulomb energy, is possible only if $T_c=0$. It also gives $T_c=E_c'-E_c$ from the functional alone.

### The residual for any functional

Take any $E_{xc}$, exact or approximate, and suppose the energy $T_s+V+U+E_{xc}$ is stationary along the path $n_\gamma$, as it is at a fully variational solution, since $n_\gamma$ keeps the electron number. By Eq. (3),

$$0=2T_s+V+U+E_{xc}' .$$

Inserting $V+U=E-T_s-E_{xc}$ and rearranging,

$$E+T_s=E_{xc}-E_{xc}'.\tag{5}$$

If the exchange part obeys $E_x'=E_x$, the right side is $E_c-E_c'$. For the exact functional Eq. (4) makes this $-T_c$, which is Eq. (2). For an approximate one, $E_c'-E_c$ is the $T_c$ that the approximation implies. It need not be positive unless the approximation happens to respect that constraint.

The same content can be read from the potentials, which are assumed to exist as functional derivatives. Differentiating, $dn_\gamma/d\gamma=3n+\mathbf r\cdot\nabla n=\nabla\cdot(\mathbf rn)$ at $\gamma=1$. For a functional $X$ with potential $v_X=\delta X/\delta n$, the chain rule and an integration by parts give

$$X'=\int v_X\,\nabla\cdot(\mathbf rn)\,d^3r=-\int n\,\mathbf r\cdot\nabla v_X\,d^3r.\tag{6}$$

The surface term vanishes at infinity because $n$ decays exponentially, and at the nucleus because $r^3nv_X\to0$ for a potential no more singular than $1/r$. A constant in $v_X$ drops out. The determinant $\Phi$ is an eigenstate of $\hat T+\sum_iv_s(\mathbf r_i)$, so $\gamma^2T_s+\int n_\gamma v_s$ is stationary at fixed $v_s$, and the same integration by parts gives

$$2T_s=\int n\,\mathbf r\cdot\nabla v_s\,d^3r=-V-U-E_x-(E_c+T_c).\tag{7}$$

The second equality applies Eq. (6) to each term of $v_s=v+v_H+v_x+v_c$ and uses Eqs. (3) and (4). The Kohn-Sham system thus has a virial theorem of its own with $T_s$ in it. Its right side equals $-(E-T_s)$ except for the extra $-T_c$ supplied by the correlation potential.

### Exchange only

With $E_c=0$, Eq. (5) gives $E=-T_s$ provided that (i) $E_x[n_\gamma]=\gamma E_x[n]$ and (ii) the energy is stationary under scaling.

Condition (i) holds for exact exchange by Eq. (3). It holds for spin-unpolarized semilocal exchange of the form $E_x=-C\int n^{4/3}F_x(s)\,d^3r$ with $C$ a constant and $s\propto|\nabla n|/n^{4/3}$. Under scaling $n^{4/3}\to\gamma^4n^{4/3}(\gamma\mathbf r)$ and $|\nabla n|\to\gamma^4|\nabla n|(\gamma\mathbf r)$, so $s\to s(\gamma\mathbf r)$; the volume element gives $\gamma^{-3}$, and the net factor is $\gamma$ for any $F_x$. LDA ($F_x=1$), B88 and PBE exchange belong here, and so does any fixed linear mixture of them with exact exchange.

Condition (ii) holds for Hartree-Fock, because a scaled determinant is a determinant; $T_s$ then means the kinetic energy of the HF orbitals. It holds for the exact-exchange optimized effective potential (OEP), which searches determinants generated by local potentials. If $[-\frac12\nabla^2+v_s]\phi=\varepsilon\phi$, the chain rule gives $[-\frac12\nabla^2+\gamma^2v_s(\gamma\mathbf r)]\phi_\gamma=\gamma^2\varepsilon\phi_\gamma$, so the scaled determinant is in the search set. The KLI potential approximates the OEP equation and does not make the energy stationary, so nothing forces its residual to zero beyond cases such as the two-electron singlet, where it coincides with OEP.

Self-consistent helium calculations in 24 even-tempered $s$ Gaussians (exponents $0.03\times2^k$ bohr$^{-2}$) give $E=-T_s$ to within the tested $2\times10^{-5}$ hartree for all four homogeneous cases: $E=-2.861680$ (HF), $-2.723640$ (LDA), $-2.863379$ (B88) and $-2.852038$ hartree (PBE exchange). LDA exchange lies $0.138$ hartree above HF and satisfies the relation equally well, so the relation says nothing about the quality of $E_x$.

### Helium

For a two-electron singlet everything follows from $n$. For any $\Psi$ with density $n$, $\nabla n=2N\,\mathrm{Re}\int\Psi^*\nabla_1\Psi$, the integral running over spins and the other positions. The Cauchy-Schwarz inequality gives $|\nabla n|^2\le4n\,N\int|\nabla_1\Psi|^2$. Dividing by $8n$ and integrating over $\mathbf r_1$ shows $\int|\nabla n|^2/(8n)\le T$. The doubly occupied orbital $\phi=\sqrt{n/2}$ has kinetic energy $2\cdot\frac12\int|\nabla\phi|^2=\int|\nabla n|^2/(8n)$ and attains the bound, so it defines $\Phi$ and $T_s$. Its repulsion is $\iint\phi^2\phi^2/r_{12}=U/2$, so $E_x=-U/2$ and $v_x=-v_H/2$. The orbital equation solved for the potential gives $v_s=\varepsilon+\nabla^2\sqrt n/(2\sqrt n)$, and $v_c=v_s+Z/r-v_H/2$. One orbital is fixed by its density, so HF and exact-exchange Kohn-Sham theory coincide here.

The reference is a Pekeris-type expansion of $\Psi(r_1,r_2,r_{12})$ in 252 functions with a fixed, unoptimized exponent of 1.7 bohr$^{-1}$, so that Eq. (1) is not built in. In hartree, $E=-2.903724$, $T=2.903724$, $V=-6.753266$ and $W=0.945818$. The density gives $T_s=2.867081$, $U=2.049137$ and $E_x=-1.024568$. Then

$$T_c=2.903724-2.867081=0.036643,$$
$$U_c=0.945818-2.049137+1.024568\approx-0.07875,$$
$$E_c=0.036643-0.078750=-0.042107,\qquad E_c+T_c=-0.005464 .$$

A 161-function expansion gives the same $T_c$ to the digits shown. The gap $-E-T_s$ is $0.0366$ hartree or $0.997$ eV, and the ratio from Eq. (2) is $-2-0.01278$. The inverted correlation potential inserted in Eq. (6) gives $E_c'=-0.005464$, matching $E_c+T_c$. The virial of $v_s$ is $5.734162$, equal to $2\times2.867081$; the last form of Eq. (7) gives $6.753266-2.049137+1.024568+0.005464=5.734161$, the difference being rounding. Both agreements are tested to $5\times10^{-5}$ hartree. They are not independent of Eq. (1). For a potential inverted from one orbital, $2T_s=\int n\,\mathbf r\cdot\nabla v_s$ holds for any density. Eq. (6) applied to $v_c=v_s+Z/r-v_H/2$ then gives $-2T_s-V-U/2$, while by definition $E_c+T_c=(E+T)-2T_s-V-U/2$. The agreements therefore confirm $E=-T$ and the accuracy of the inversion and quadrature; no constrained search at $\gamma\ne1$ was carried out.

The HF kinetic energy should not be used in place of $T_s$ of the exact density. Both HF and the exact state obey $E=-T$, so $T-T_{\rm HF}=E_{\rm HF}-E=0.042044$. This splits as $T_c+(T_s-T_{\rm HF})=0.036643+0.005401$. The second piece follows from $T_s=-E-T_c=-E+E_c-E_c'$:

$$T_s-T_{\rm HF}=(E_{\rm HF}-E+E_c)-E_c'=(0.042044-0.042107)+0.005464=0.005401 .$$

The bracket cannot be positive, because $E-E_c$ is the energy of the determinant $\Phi$ and HF is the lowest such energy. It is only $-0.00006$, being second order in the orbital difference because the HF energy is stationary, whereas the kinetic energy alone changes at first order.

### Why the gap is close to $|E_c|$

Let $F^\lambda[n]=\min\langle\hat T+\lambda\hat W\rangle$ at density $n$ and $E_c^\lambda=F^\lambda-T_s-\lambda(U+E_x)$. Writing every candidate for $n_\gamma$ as $\chi_\gamma$ gives $F[n_\gamma]=\min(\gamma^2T_\chi+\gamma W_\chi)=\gamma^2F^{1/\gamma}[n]$. The subtracted terms scale as $\gamma^2T_s+\gamma(U+E_x)=\gamma^2[T_s+\gamma^{-1}(U+E_x)]$, so

$$E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n].$$

Assume a power series in $\lambda$, as in Görling-Levy perturbation theory for a finite system with a nondegenerate, gapped Kohn-Sham ground state. The zeroth-order term of $F^\lambda$ is $T_s$. The first-order term is $\langle\Phi|\hat W|\Phi\rangle=U+E_x$, since $\langle\hat T\rangle$ is stationary at $\Phi$ under density-conserving changes. Hence $E_c^\lambda=\lambda^2e_2+\lambda^3e_3+\dots$ and

$$E_c[n_\gamma]=e_2+\frac{e_3}{\gamma}+\dots,\qquad\gamma\frac{dE_c}{d\gamma}=-\frac{e_3}{\gamma}+\dots$$

At high density $E_c$ stops depending on scale. Then $E_c'\to0$, and for atomic ground-state densities approaching this limit, where Eq. (4) was derived, it gives $T_c\to-E_c$ and $U_c\to2E_c$. A two-electron ion has a density that is a nearly hydrogenic shape scaled by $\gamma=Z$, so at leading order $E_c'\propto1/Z$. Helium has $T_c/|E_c|=0.870$. A model charge $Z=10$ gives $T_c=0.04455$, $E_c=-0.04569$, $E_c'=-0.00114$ hartree and $T_c/|E_c|=0.975$. The slopes are in the ratio 4.81 against the leading-order value $10/2=5$; the test on this ratio is a loose window, since the leading-order value need not hold exactly at finite $Z$. The helium gap is therefore the magnitude of the correlation energy less a 13% scale correction: $0.0421-0.0055=0.0366$. The negative sign of $E_c'$ is computed for these two densities and is not derived here. The estimate $T_c\approx|E_c|$ is not supported where the series is poor, as in stretched bonds or low-density systems.

### Approximate correlation

In spin-unpolarized LDA, $E_c=\int n\,\epsilon_c(n)$. Substituting $\mathbf x=\gamma\mathbf r$ gives $E_c[n_\gamma]=\int n\,\epsilon_c(\gamma^3n)\,d^3x$, so $E_c'=3\int n^2\,d\epsilon_c/dn$. Since $v_c=\epsilon_c+n\,d\epsilon_c/dn$, this is $3\int n(v_c-\epsilon_c)$, and

$$T_c^{\rm LDA}=E_c'-E_c=\int n\,(3v_c-4\epsilon_c)\,d^3r.\tag{8}$$

For self-consistent helium with PW92 correlation, $E+T_s=-2.834455+2.767389=-0.067066$, $E_c-E_c'=-0.111080+0.044014=-0.067066$, and Eq. (8) gives $0.067066$ hartree (1.825 eV). This is 83% above the exact $T_c$. The slope is eight times the exact one. A saturating $E_c[n_\gamma]$ is excluded in LDA: the uniform gas has no gap, and at high density $\epsilon_c\simeq A\ln r_s$ with $A>0$ and $r_s=(3/4\pi n)^{1/3}$. Scaling sends $r_s\to r_s/\gamma$, so $\gamma\,dE_c/d\gamma\to-AN$ and not zero.

PBE correlation is constructed so that its gradient term cancels this logarithm. It gives $E+T_s=-0.036987$, with $E_c=-0.041064$ and $E_c'=-0.004076$, so the implied $T_c$ is $0.0370$ hartree (1.006 eV), 0.9% above the exact value. Part of this is cancellation: relative to the exact values $E_c'$ is too high by $0.00139$ (25% of its magnitude) and $E_c$ by $0.00104$, and $T_c$ carries their difference. Each functional is evaluated on its own density. On the HF density scaled by $\gamma=1.3$, $E_c$ grows by factors 1.106 (PW92) and 1.023 (PBE), against 1.300 for the homogeneous exchange energies.

### When the residual has another origin

**Range separation.** An interaction $\mathrm{erfc}(\omega u)/u$, with $u$ the interelectronic distance, carries the length $1/\omega$. Putting $u=x/\gamma$ gives $\gamma\,\mathrm{erfc}((\omega/\gamma)x)/x$, so $E_x^\omega[n_\gamma]=\gamma E_x^{\omega/\gamma}[n]$, $E_x'=E_x-\omega\,\partial E_x/\partial\omega$, and Eq. (5) gives $E+T_s=\omega\,\partial E_x/\partial\omega$ at fixed density. For two electrons $E_x^\omega=-\frac14\iint nn'\,\mathrm{erfc}(\omega u)/u$ with $n'=n(\mathbf r')$, and $\partial_\omega[\mathrm{erfc}(\omega u)/u]=-(2/\sqrt\pi)e^{-\omega^2u^2}$, so

$$E+T_s=\frac{\omega}{2\sqrt\pi}\iint nn'\,e^{-\omega^2u^2}\,d^3r\,d^3r'>0 .$$

This vanishes linearly as $\omega\to0$, where full exchange returns. It falls as $\omega^{-2}$ for large $\omega$, because $\int e^{-\omega^2u^2}d^3u=\pi^{3/2}/\omega^3$, leaving Hartree theory, which is homogeneous. For helium with short-range exact exchange only and $\omega=0.5$ bohr$^{-1}$, $E+T_s=-2.382545+2.728545=0.346000$ hartree, equal to $E_x-E_x'=-0.514566+0.860566$ with $E_x'$ from finite differences. The residual is about nine times $T_c$ in size and opposite in sign to the exact residual $-T_c$. This model omits long-range exchange altogether. A functional that restores it with a complementary long-range piece has an opposing $\omega$-derivative from that piece, so this size does not carry over. Whatever remains of $\omega\,\partial E_x/\partial\omega$ adds to $E_c-E_c'$, and $-E-T_s$ is then not $E_c'-E_c$ alone.

**Incomplete basis.** Scaling a Gaussian orbital by $\gamma$ multiplies its exponents by $\gamma^2$, which takes the orbital out of the span of a finite basis. Let $E_{\rm SCF}(\gamma)$ be the HF energy in the scaled one-centre basis. The overlap matrix is independent of $\gamma$ and the energy is stationary in the coefficients, so only the explicit dependence $\gamma^2T+\gamma(E-T)$ contributes:

$$\frac{dE_{\rm SCF}}{d\gamma}=2T+(E-T)=E+T .$$

With four exponents $0.5\times4^k$ bohr$^{-2}$, $E=-2.832320$ and $T=3.033787$, and both $E+T$ and the finite-difference slope are $0.2015$ hartree. The positive sign means that the energy falls for $\gamma<1$: the basis is too tight. The residual is about seven times the energy error of $0.0294$ relative to the 24-function HF value, so the check is sensitive to a wrong overall scale. It can miss other defects. With $Y=E-T$ and the orbital coefficients held fixed, the parabola $\gamma^2T+\gamma Y$ has its minimum $-Y^2/4T$ at $\gamma^*=-Y/2T=5.866107/6.067574=0.9668$, where the virial relation holds exactly. The gain is $T+Y+Y^2/4T=(2T+Y)^2/4T=(E+T)^2/4T=0.0033$, which leaves the energy of this rescaled orbital $0.026$ hartree above the HF value with a perfect ratio. The rescaled orbital is not self-consistent in the rescaled basis. Reconverging the coefficients lowers the energy and changes $T$, so the self-consistent residual vanishes where $dE_{\rm SCF}/d\gamma=0$, in general at a different $\gamma$. There too the energy is only stationary in the overall scale of four functions and remains above the HF value.

**Molecules.** Include the nuclear repulsion in $E(\{\mathbf R_A\})$. The scaled function at the geometry $\mathbf R_A/\gamma$ has energy $\gamma^2T+\gamma(E-T)$, since all Coulomb distances shrink together. This lies above $E(\{\mathbf R_A/\gamma\})$ and touches it at $\gamma=1$, so the slopes agree where $E$ is differentiable:

$$E+T_s+T_c=-\sum_A\mathbf R_A\cdot\nabla_AE .$$

The right side vanishes at a stationary geometry of the same level of theory. This case is derived here and not checked numerically.

**Other Hamiltonians.** Pseudopotentials, finite nuclei, applied fields and confining walls break $V'=V$, and relativistic kinetic operators break the $\gamma^2$ law. For a local external potential without impenetrable walls, $V'$ from Eq. (6) replaces $V$ in the stationarity condition. An impenetrable wall is excluded because scaling can move the density out of the allowed region.

### What to do

Compare $E+T_s$ with $E_{xc}-E_{xc}'$ and not with zero. The slope needs no new self-consistent cycle. For an atom, keep the density matrix, multiply the exponents by $(1\pm h)^2$, evaluate $E_{xc}$ twice and divide the difference by $2h$; $h=10^{-3}$ was used above. For spin-unpolarized LDA, Eq. (8) gives $E_c'-E_c$, the negative of the target $E_{xc}-E_{xc}'$, directly; it does not apply in that form to a spin-polarized density. By the basis argument above with $E_{xc}'$ retained, what remains of $E+T_s-(E_{xc}-E_{xc}')$ is the slope of the energy in $\gamma$ at fixed density matrix. At self-consistency this equals $dE_{\rm SCF}/d\gamma$, which is nonzero only through the basis or the quadrature grid; an unconverged density matrix can leave a remainder unrelated to $dE_{\rm SCF}/d\gamma$. If the remainder of a converged run is large, the basis or grid needs work; if it is small, the scale is right and completeness must still be checked on the energy.

A quicker diagnostic is an exchange-only run with HF, LDA or GGA exchange in the same basis, for which the target is zero. When a kinetic energy is to be compared with a correlated wavefunction, report $T_s+T_c$ and name the functional that supplied $T_c$. For a converged atom that sum is $-E$, so it carries the full error of the total energy: $2.8929$ from PBE against $2.9037$ hartree for helium, an error of $0.0108$ that the good $T_c$ does not repair. The numerical check that follows lists all inputs and results used here.

## Calculated quantities

```
He, Z=2, zeta=1.7 1/bohr, order 12, functions: 252
  E = -2.903724 hartree
  T = 2.903724 hartree
  V = -6.753266 hartree
  W = 0.945818 hartree
  Ts = 2.867081 hartree
  U = 2.049137 hartree
  Tc = T-Ts = 0.036643 hartree
  Uc = -0.078750 hartree
  Ec = -0.042107 hartree
  Ec' from inverted vc = -0.005464 hartree
  int n r.grad vs = 5.734162 hartree
  Ex = -U/2 = -1.024568 hartree
  Ec+Tc = -0.005464 hartree
  -E-Ts = 0.036643 hartree = 0.9971 eV
  (E-T)/T = -2.000000 ; (E-Ts)/Ts = -2.012781
  Tc/Ts = 0.01278 ; Tc/|Ec| = 0.8702
  order 10 (161 functions): E = -2.903724, Tc = 0.036643 hartree
Z=10, zeta=9.7 1/bohr, order 10: E = -93.90681, Ts = 93.86225 hartree
  Tc = 0.04455, Ec = -0.04569, Ec' = -0.00114 hartree
  Tc/|Ec| = 0.9751 ; Ec'(Z=2)/Ec'(Z=10) = 4.81
SCF: 24 s Gaussians 0.03*2^k 1/bohr^2, omega = 0.5 1/bohr, step = 1e-03
  HF: E = -2.861680, Ts = 2.861680, E+Ts = -0.000000 hartree
  LDA-x: E = -2.723640, Ts = 2.723640, E+Ts = -0.000000 hartree
  B88-x: E = -2.863379, Ts = 2.863379, E+Ts = -0.000000 hartree
  PBE-x: E = -2.852038, Ts = 2.852037, E+Ts = -0.000000 hartree
  SR-x: E = -2.382545, Ts = 2.728545, E+Ts = 0.346000 hartree
    Ex = -0.514566, derivative = -0.860566, difference = 0.346000 hartree
  LDA-xc: E = -2.834455, Ts = 2.767389, E+Ts = -0.067066 hartree
    Ec = -0.111080, derivative = -0.044014, difference = -0.067066 hartree
  PBE-xc: E = -2.892935, Ts = 2.855947, E+Ts = -0.036987 hartree
    Ec = -0.041064, derivative = -0.004076, difference = -0.036987 hartree
  LDA int n(3vc-4ec) = 0.067066 hartree = 1.8250 eV
  PBE -E-Ts = 1.0065 eV
  E(HF)-E(exact) = 0.042044 hartree
  Ts(exact n)-T(HF) = 0.005401 hartree
Ratios X[n_g]/X[n], HF density, g = 1.3:
  Ts 1.69000, V 1.30000, U 1.30000
  exact x 1.30000
  LDA x 1.30000
  B88 x 1.30000
  PBE x 1.30000
  SR x 1.51434
  PW92 c 1.10571
  PBE c 1.02335
HF, 4 Gaussians 0.5*4^k 1/bohr^2: E = -2.832320, T = 3.033787 hartree
  E+T = 0.201468, dE_SCF/dg = 0.201468 hartree
```
